# Tree-level NRQED coefficients for a Dirac fermion in an external field, part 1

(Sections cited here and not found follow in the second part.)

**Tree-level matching of QED onto NRQED through $1/m^3$: an exchange**

**Q.** I am told that the coefficients of the NRQED Lagrangian follow from comparing one scattering amplitude with QED. Before I believe any number, tell me which Lagrangian and which amplitude.

**A.** Take $\hbar=c=1$ and a Dirac fermion of mass $m$ and charge $e$ in a classical external field, with $D_t=\partial_t+ieA^0$, $\mathbf D=\nabla-ie\mathbf A$, $\mathbf E=-\nabla A^0-\partial_t\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$. The two-component field $\psi$ has the rest energy removed, and

$$\mathcal L=\psi^\dagger\Big\{iD_t+c_2\frac{\mathbf D^2}{2m}+c_4\frac{\mathbf D^4}{8m^3}+c_F\frac{e\,\boldsymbol\sigma\cdot\mathbf B}{2m}+c_D\frac{e[\nabla\cdot\mathbf E]}{8m^2}+ic_S\frac{e\,\boldsymbol\sigma\cdot(\mathbf D\times\mathbf E-\mathbf E\times\mathbf D)}{8m^2}$$
$$+c_{W1}\frac{e\{\mathbf D^2,\boldsymbol\sigma\cdot\mathbf B\}}{8m^3}-c_{W2}\frac{eD^i\boldsymbol\sigma\cdot\mathbf B\,D^i}{4m^3}+c_{p'p}\frac{e(\boldsymbol\sigma\cdot\mathbf D\,\mathbf B\cdot\mathbf D+\mathbf D\cdot\mathbf B\,\boldsymbol\sigma\cdot\mathbf D)}{8m^3}+ic_M\frac{e\{D^i,[\nabla\times\mathbf B]^i\}}{8m^3}+c_{B^2}\frac{e^2\mathbf B^2}{8m^3}+\dots\Big\}\psi .$$

A derivative in square brackets acts on the field only. The dots hold an $e^2\mathbf E^2/m^3$ term, terms with time derivatives of $\mathbf E$ or $\mathbf B$, and higher orders. On shell each such time derivative brings a factor $q^0=O(1/m)$, which puts these terms beyond the order matched here. A matching through $1/m^3$ has to include the four operators $W1$, $W2$, $p'p$ and $M$, since they enter at the same order as $\mathbf D^4$.

The amplitude is the one linear in the field, at tree level. For one Fourier mode $A^\mu\propto e^{i\mathbf q\cdot\mathbf x-iq^0t}$ the first-order transition from momentum $\mathbf p$ to $\mathbf p'=\mathbf p+\mathbf q$ is the matrix element of the interaction Hamiltonian between free states, times a delta function that sets $q^0=E'-E$. I write the matrix element as $e(J^0A^0-\mathbf J\cdot\mathbf A)$, where $J^0$ and $\mathbf J$ are $2\times2$ matrices in spin, and demand that the two theories give the same $J^0$ and $\mathbf J$ order by order in $1/m$. I abbreviate $\mathbf P=\mathbf p'+\mathbf p$, $S=p^2+p'^2$ and $\Delta=p'^2-p^2=\mathbf P\cdot\mathbf q$.

**Q.** You wrote down a list of operators without proving it complete. And why only on-shell states?

**A.** The operators are gauge covariant, Hermitian and invariant under rotations, parity and time reversal, and they contain no $D_t$ acting on $\psi$ beyond the first term. I do not need a completeness proof for this amplitude: if an operator that the amplitude needs were missing, the QED current would contain a structure that no choice of coefficients reproduces, and the matching equations would have no solution. A solution shows that the list suffices here, not that it is complete, since an omitted operator whose tree-level coefficient is zero would leave no trace. On-shell states are used because a change of field variable such as $\psi\to(1+a\mathbf D^2/m^2)\psi$ alters off-shell vertices and leaves transition amplitudes between physical states unchanged. The coefficient values therefore belong to this operator basis.

**Q.** Then start without the field. What does that fix?

**A.** It fixes the energy of the free states. With $\mathbf D\to i\mathbf p$ the NRQED equation of motion gives $\varepsilon=c_2p^2/2m-c_4p^4/8m^3$, since $\mathbf D^2\to-p^2$, $\mathbf D^4\to+p^4$ and the Hamiltonian is minus the terms after $i\partial_t$. The Dirac energy, with $\sqrt{1+y}=1+y/2-y^2/8+\dots$ and $y=p^2/m^2$, is

$$E-m=\frac{p^2}{2m}-\frac{p^4}{8m^3}+O(m^{-5}).$$

So $c_2=c_4=1$, and $q^0=\Delta/2m+O(m^{-3})$. Because $i\partial_t$ is the only time derivative on $\psi$, the free states are $\xi e^{i\mathbf p\cdot\mathbf x}$ with $\xi^\dagger\xi=1$, one particle per unit volume.

**Q.** A four-component spinor is not a two-component one. How do you compare them without smuggling in the answer through normalisation or spin labels?

**A.** The Dirac Hamiltonian is $\boldsymbol\alpha\cdot(\mathbf p-e\mathbf A)+\beta m+eA^0$, with $\boldsymbol\sigma$ in both off-diagonal blocks of $\boldsymbol\alpha$ and $\beta=\mathrm{diag}(1,-1)$. For $u=(\chi,\eta)$ the lower free equation is $(E+m)\eta=\boldsymbol\sigma\cdot\mathbf p\,\chi$. Put $\chi=N\xi$. One particle per unit volume means $u^\dagger u=1$; using $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2=(E-m)(E+m)$,

$$1=N^2\Big(1+\frac{E-m}{E+m}\Big)=N^2\frac{2E}{E+m},\qquad N=\sqrt{\frac{E+m}{2E}} .$$

The remaining freedom is a momentum-dependent unitary matrix acting on $\xi$. Rotational covariance limits it to $\exp[if(p^2)+ig(p^2)\boldsymbol\sigma\cdot\mathbf p]$. Parity excludes $g$, since $\boldsymbol\sigma\cdot\mathbf p$ is a pseudoscalar. A phase $f=bp^2/m^2$ would add $-ib\Delta/m^2$ to $J^0$, which corresponds to the Hermitian operator $i\{D^i,E^i\}$; it is odd under time reversal and is not in the list. So $N$ is real and $\xi$ is the rest-frame spinor.

The interaction $e(A^0-\boldsymbol\alpha\cdot\mathbf A)$ gives $J^0=u'^\dagger u=\chi'^\dagger\chi+\eta'^\dagger\eta$ and $\mathbf J=\chi'^\dagger\boldsymbol\sigma\eta+\eta'^\dagger\boldsymbol\sigma\chi$. Stripping off $\xi'^\dagger$ and $\xi$,

$$J^0=NN'\Big[1+\frac{\boldsymbol\sigma\cdot\mathbf p'\,\boldsymbol\sigma\cdot\mathbf p}{(E'+m)(E+m)}\Big],\qquad \mathbf J=NN'\Big[\frac{\boldsymbol\sigma\,\boldsymbol\sigma\cdot\mathbf p}{E+m}+\frac{\boldsymbol\sigma\cdot\mathbf p'\,\boldsymbol\sigma}{E'+m}\Big].$$

These forms are exact. $J^0$ is even in the momenta and $\mathbf J$ is odd, so $J^0$ has terms $m^0,m^{-2},m^{-4}$ and $\mathbf J$ has $m^{-1},m^{-3},m^{-5}$.

**Q.** Expand them, and show every factor.

**A.** From $m/E=1-p^2/2m^2+\dots$ one has $N^2=\tfrac12+m/2E=1-p^2/4m^2$, hence $N=1-p^2/8m^2$ and $NN'=1-S/8m^2$. From $E+m=2m(1+p^2/4m^2)$ one has $1/(E+m)=(1-p^2/4m^2)/2m$. The identity $\sigma^i\sigma^j=\delta^{ij}+i\epsilon^{ijk}\sigma^k$ gives three products:

$$\boldsymbol\sigma\cdot\mathbf p'\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p),\quad \boldsymbol\sigma\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p-i\boldsymbol\sigma\times\mathbf p,\quad \boldsymbol\sigma\cdot\mathbf p'\,\boldsymbol\sigma=\mathbf p'+i\boldsymbol\sigma\times\mathbf p' .$$

In $J^0$ the spin-independent part at $1/m^2$ is $-S/8m^2+\mathbf p'\cdot\mathbf p/4m^2=-(S-2\mathbf p'\cdot\mathbf p)/8m^2=-q^2/8m^2$, so

$$J^0=1-\frac{q^2}{8m^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2}+O(m^{-4}).$$

In $\mathbf J$ the leading term is the sum of the last two products over $2m$, which is $(\mathbf P+i\boldsymbol\sigma\times\mathbf q)/2m$. At $1/m^3$ there are two sources. The factor $NN'$ gives $-S(\mathbf P+i\boldsymbol\sigma\times\mathbf q)/16m^3$. The denominators give

$$-\frac1{8m^3}\Big[p^2\mathbf p+p'^2\mathbf p'+i\boldsymbol\sigma\times(p'^2\mathbf p'-p^2\mathbf p)\Big].$$

Insert $\mathbf p=(\mathbf P-\mathbf q)/2$ and $\mathbf p'=(\mathbf P+\mathbf q)/2$. Then $p^2\mathbf p+p'^2\mathbf p'=(S\mathbf P+\Delta\mathbf q)/2$ and $p'^2\mathbf p'-p^2\mathbf p=(S\mathbf q+\Delta\mathbf P)/2$. The $S$ terms supply a second $-S(\mathbf P+i\boldsymbol\sigma\times\mathbf q)/16m^3$, and the total is

$$\mathbf J=\frac{\mathbf P+i\boldsymbol\sigma\times\mathbf q}{2m}-\frac{S(\mathbf P+i\boldsymbol\sigma\times\mathbf q)}{8m^3}-\frac{\Delta(\mathbf q+i\boldsymbol\sigma\times\mathbf P)}{16m^3}+O(m^{-5}).$$

**Q.** Now the NRQED side, where signs can slip. Go operator by operator.

**A.** For the mode chosen, $\mathbf E=-i\mathbf qA^0+iq^0\mathbf A$ and $\mathbf B=i\mathbf q\times\mathbf A$. In a term already linear in $\mathbf E$ or $\mathbf B$, a $\mathbf D$ to the right of the field gives $i\mathbf p$ and one to the left gives $i\mathbf p'$. Always $H=-\mathcal L$, and $\mathbf J$ is minus the coefficient of $e\mathbf A$ in $H$.

The term $iD_t$ gives $H=eA^0$, so $J^0=1$.

With $\boldsymbol\pi=\mathbf p-e\mathbf A$ one has $\mathbf D^2=-\boldsymbol\pi^2$, and the linear part of $\boldsymbol\pi^2$ is $-e\{p^i,A^i\}\to-e\mathbf P\cdot\mathbf A$. So $H=c_2\boldsymbol\pi^2/2m$ gives $\mathbf J=c_2\mathbf P/2m$. In $\boldsymbol\pi^4=\boldsymbol\pi^2\boldsymbol\pi^2$ the field sits in the right factor, leaving $p'^2$, or in the left factor, leaving $p^2$, so the linear part is $-eS\mathbf P\cdot\mathbf A$. Then $H=-c_4\boldsymbol\pi^4/8m^3$ gives $\mathbf J=-c_4S\mathbf P/8m^3$.

Cyclic symmetry of the triple product gives $\boldsymbol\sigma\cdot\mathbf B=\mathbf A\cdot(i\boldsymbol\sigma\times\mathbf q)$. The Fermi term $H=-c_Fe\boldsymbol\sigma\cdot\mathbf B/2m$ gives $\mathbf J=c_Fi\boldsymbol\sigma\times\mathbf q/2m$. In the $W1$ term $\{\mathbf D^2,\boldsymbol\sigma\cdot\mathbf B\}\to-S\boldsymbol\sigma\cdot\mathbf B$, so $H=+c_{W1}eS\boldsymbol\sigma\cdot\mathbf B/8m^3$ and $\mathbf J=-c_{W1}S\,i\boldsymbol\sigma\times\mathbf q/8m^3$. In the $W2$ term $D^i\cdots D^i\to-\mathbf p'\cdot\mathbf p$, so $H=-c_{W2}e\,\mathbf p'\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf B/4m^3$ and $\mathbf J=+c_{W2}\,\mathbf p'\cdot\mathbf p\,i\boldsymbol\sigma\times\mathbf q/4m^3$.

For the Darwin term $\nabla\cdot\mathbf E=i\mathbf q\cdot\mathbf E=q^2A^0-q^0\mathbf q\cdot\mathbf A$. With $H=-c_De\nabla\cdot\mathbf E/8m^2$ this gives $J^0=-c_Dq^2/8m^2$ and $\mathbf J=-c_Dq^0\mathbf q/8m^2$.

For the spin-orbit term $\mathbf D\times\mathbf E-\mathbf E\times\mathbf D\to i\mathbf p'\times\mathbf E+i\mathbf p\times\mathbf E=i\mathbf P\times\mathbf E$, so $H=+c_Se\boldsymbol\sigma\cdot(\mathbf P\times\mathbf E)/8m^2$. The $A^0$ part contains $-i\boldsymbol\sigma\cdot(\mathbf P\times\mathbf q)$, and $\mathbf P\times\mathbf q=2\mathbf p\times\mathbf p'=-2\mathbf p'\times\mathbf p$, which gives $J^0=ic_S\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)/4m^2$. The $\mathbf A$ part contains $iq^0\mathbf A\cdot(\boldsymbol\sigma\times\mathbf P)$, which gives $\mathbf J=-c_Sq^0\,i\boldsymbol\sigma\times\mathbf P/8m^2$.

For the $p'p$ term $H=+c_{p'p}e(\boldsymbol\sigma\cdot\mathbf p'\,\mathbf B\cdot\mathbf p+\mathbf p'\cdot\mathbf B\,\boldsymbol\sigma\cdot\mathbf p)/8m^3$. Here $\mathbf B\cdot\mathbf p=i\mathbf A\cdot(\mathbf p\times\mathbf q)=i\mathbf A\cdot(\mathbf p\times\mathbf p')$, and $\mathbf B\cdot\mathbf p'$ is the same because $\mathbf B\cdot\mathbf q=0$. For the $M$ term $\nabla\times\mathbf B=i\mathbf q\times(i\mathbf q\times\mathbf A)=q^2\mathbf A-\mathbf q(\mathbf q\cdot\mathbf A)$ and the anticommutator gives $i\mathbf P$, so $H=+c_Me(q^2\mathbf P-\Delta\mathbf q)\cdot\mathbf A/8m^3$. Collecting,

$$J^0=1-\frac{c_Dq^2}{8m^2}+\frac{ic_S\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2},$$
$$\mathbf J=\frac{c_2\mathbf P+c_Fi\boldsymbol\sigma\times\mathbf q}{2m}-\frac{q^0(c_D\mathbf q+c_Si\boldsymbol\sigma\times\mathbf P)}{8m^2}-\frac{c_4S\mathbf P+(c_{W1}S-2c_{W2}\mathbf p\cdot\mathbf p')i\boldsymbol\sigma\times\mathbf q+c_{p'p}i(\mathbf p\times\mathbf p')\boldsymbol\sigma\cdot\mathbf P+c_M(q^2\mathbf P-\Delta\mathbf q)}{8m^3}.$$

**Q.** I can see one solution by eye. What are the values, and is there no other set?

**A.** A $2\times2$ matrix splits uniquely into a multiple of the unit matrix and a $\boldsymbol\sigma$ part, so the two are matched separately at each order. At $1/m^2$, $J^0$ gives $c_D=1$ from the unit part and $c_S=1$ from the spin part. At $1/m$, $\mathbf J$ gives $c_2=1$ and $c_F=1$. At $1/m^3$, put $q^0=\Delta/2m$. The Darwin and spin-orbit pieces become $-\Delta(\mathbf q+i\boldsymbol\sigma\times\mathbf P)/16m^3$ and cancel the last QED term exactly. What remains is

$$(c_4-1)S\mathbf P+c_M(q^2\mathbf P-\Delta\mathbf q)=0,$$
$$\big[(c_{W1}-1)S-2c_{W2}\mathbf p\cdot\mathbf p'\big]\boldsymbol\sigma\times\mathbf q+c_{p'p}(\mathbf p\times\mathbf p')\boldsymbol\sigma\cdot\mathbf P=0,$$

for all $\mathbf p$ and $\mathbf p'$. In the first line $\mathbf P$ and $\mathbf q$ are independent vectors when $\mathbf p$ and $\mathbf p'$ are not parallel, so the $\mathbf q$ component forces $c_M=0$ and then $c_4=1$. In the second line $\mathbf p=0$ forces $c_{W1}=1$; parallel unequal momenta then force $c_{W2}=0$; general momenta then force $c_{p'p}=0$. The solution is unique:

$$c_2=c_4=c_F=c_D=c_S=c_{W1}=1,\qquad c_{W2}=c_{p'p}=c_M=0 .$$

The value $c_F=1$ means $H=-(e/m)\mathbf S\cdot\mathbf B$ with $\mathbf S=\boldsymbol\sigma/2$, a gyromagnetic factor $g=2$. The value $c_D=1$ means that a slow fermion scatters as if its charge had the form factor $1-q^2/8m^2$, although the Dirac particle is pointlike.

Matching the amplitude linear in the external field has fixed nine coefficients uniquely for the listed operators: $c_2=c_4=c_F=c_D=c_S=c_{W1}=1$ and $c_{W2}=c_{p'p}=c_M=0$. It remains to see why $q^0$ must be kept, to find $c_{B^2}$, to test the values numerically and in hydrogen, and to state their limits.
